# Does a larger basis set always improve an energy difference?

**Question**

I am computing the electron affinity of the chlorine atom with Hartree-Fock theory, as the energy of Cl minus the energy of Cl⁻. My reasoning about basis sets is this. The variational principle says that a larger basis gives a lower energy, closer to the limit. If both energies come closer to their limits, their difference should come closer to its limit too. So each time I add functions, the affinity should improve, or at worst stay the same.

When I add a d shell to a small basis, the affinity moves in the wrong direction. Neither total energy has gone up. Is my calculation faulty, or is my reasoning?

**Answer**

The reasoning is at fault, at the step from the two energies to their difference. The variational principle controls each total energy separately. It says nothing about which of the two improves faster, and the difference depends on just that.

**What the variational principle does say**

Take a method whose energy is the minimum of an expectation value over a set of trial functions. In unrestricted Hartree-Fock theory (UHF) the trial functions are single determinants, with separate orbitals for the two spins. Let basis \(B\) be contained in basis \(B'\), meaning that every function that can be built from \(B\) can also be built from \(B'\). Then every determinant available in \(B\) is available in \(B'\), and a minimum over a larger set cannot lie higher:

\[
E(B)\ \ge\ E(B')\ \ge\ E^{\infty}.
\]

Here \(E^{\infty}\) is the complete-basis limit of the same method. It is not the measured energy, since Hartree-Fock theory leaves out electron correlation, and the calculations below also leave out relativity.

Two conditions matter. The bases must be nested: a basis that has more functions but does not contain the old one need not give a lower energy. And the inequality concerns the lowest determinant, whereas a self-consistent calculation finds a stationary one, which may not be the lowest. The argument also does not cover energies that are not minima of this kind, such as those from perturbation theory.

**What happens to a difference**

Write the energies of the neutral atom and the anion in basis \(B\) as

\[
E_0(B)=E_0^{\infty}+\delta_0,\qquad E_-(B)=E_-^{\infty}+\delta_-,\qquad \delta_0,\ \delta_-\ge 0 .
\]

The affinity is \(A=E_0-E_-\), positive when the anion lies lower. Its basis error is

\[
\varepsilon=A(B)-A^{\infty}
=(E_0^{\infty}+\delta_0-E_-^{\infty}-\delta_-)-(E_0^{\infty}-E_-^{\infty})
=\delta_0-\delta_- .
\]

Both \(\delta\)'s are non-negative, but their difference can have either sign. The computed affinity is therefore neither an upper nor a lower bound. The extreme cases, \(\delta_0=0\) and \(\delta_-=0\), give the range

\[
-\delta_-\ \le\ \varepsilon\ \le\ \delta_0 .
\]

This range shrinks, or stays as it is, whenever a nested basis is enlarged, and it closes when both total energies reach their limits. So the affinity does converge in the end. But \(\varepsilon\) may wander inside the range on the way. If the two errors nearly cancel, \(\varepsilon\) starts close to zero in a wide range, and there is plenty of room for it to grow.

Now enlarge the basis. Let the two energies fall by the gains \(g_0\ge 0\) and \(g_-\ge 0\). The new errors are \(\delta_0-g_0\) and \(\delta_--g_-\), so

\[
\varepsilon'=(\delta_0-g_0)-(\delta_--g_-)=\varepsilon+(g_--g_0).
\]

Suppose that the anion is described worse at first, so that \(\varepsilon<0\). The size of the error grows if \(\varepsilon'\) lies below \(\varepsilon\) or above \(-\varepsilon=|\varepsilon|\). Inserting \(\varepsilon'\) turns these two conditions into

\[
g_0>g_-\qquad\text{or}\qquad g_--g_0>2|\varepsilon| .
\]

In the first case the species that was already better described gains more. In the second, the worse species gains so much that the error passes through zero and comes out larger on the other side. For \(\varepsilon>0\) the roles of the two species are exchanged.

The same holds for any reaction energy with basis errors on both sides. A reaction energy is a sum of total energies with positive coefficients for products and negative ones for reactants, and its error is the same sum of the \(\delta\)'s. Only if one side has no basis error, as in H → H⁺ + e⁻, does the variational principle guarantee that the error keeps one sign and never grows when a nested basis is enlarged. Your affinity is minus the energy of the reaction Cl + e⁻ → Cl⁻, with the free electron at rest at zero energy, so the two have errors of equal size.

**Why a d shell helps Cl but not Cl⁻**

In Cl⁻ all occupied shells are full. Take the solution in which the three p orbitals of each shell share one radial function. Its density and its exchange operator are then unchanged by rotations, and so is the Fock operator \(F\), the effective one-electron Hamiltonian. A rotationally invariant operator has no matrix elements between functions of different angular momentum. The added d functions do not couple to the occupied s and p orbitals, the old solution remains a solution, and \(g_-=0\). This does not prove that no lower, non-spherical determinant exists; it describes the spherical solution, which is the one considered here.

Neutral Cl has one electron fewer in the 3p shell. Let the missing electron have spin down and the orbital \(3p_z\), with radial function \(R(r)\). The missing density is

\[
n_h=\frac{3}{4\pi}R^2\cos^2\theta=\frac{R^2}{4\pi}\,\bigl[1+2P_2(\cos\theta)\bigr],
\]

because \(P_2(\cos\theta)=\tfrac12(3\cos^2\theta-1)\) gives \(3\cos^2\theta=1+2P_2\). The hole has a spherical part and a quadrupole part.

To find the potential of the quadrupole part, expand \(1/|\mathbf r-\mathbf r'|\) in Legendre polynomials. The integral over the directions of \(\mathbf r'\) keeps the term with \(l=2\) and supplies a factor \(4\pi/5\). In atomic units the result is \(v_2(r)P_2(\cos\theta)\), with

\[
v_2(r)=\frac{4\pi}{5}\cdot\frac{2}{4\pi}\int_0^\infty R(r')^2\,\frac{r_<^2}{r_>^3}\,r'^2\,dr'
=\frac25\int_0^\infty R(r')^2\,\frac{r_<^2}{r_>^3}\,r'^2\,dr' ,
\]

where \(r_<\) and \(r_>\) are the smaller and the larger of \(r\) and \(r'\).

Consider the spin-up electrons. Their own shells are full, so with common radial functions their exchange operator is spherical. The quadrupole enters through the Coulomb repulsion that the missing electron no longer supplies, hence with a minus sign. Take an s function \(R_s/\sqrt{4\pi}\) and the d function \(R_d\sqrt{5/4\pi}\,P_2\). Since \(\int P_2^2\,d\Omega=4\pi/5\), the angular factor is

\[
\frac{\sqrt5}{4\pi}\cdot\frac{4\pi}{5}=\frac1{\sqrt5},
\qquad\text{so}\qquad
F_{sd}=-\frac1{\sqrt5}\int_0^\infty R_s\,R_d\,v_2\,r^2\,dr .
\]

Symmetry does not make this vanish.

A nonzero element between an occupied orbital \(\varphi\) and an empty function \(\chi\) means that the energy can be lowered. Replace \(\varphi\) by \(\varphi\cos\eta+\chi\sin\eta\), with real functions and a small angle \(\eta\). To first order the density matrix changes by \(\eta(|\varphi\rangle\langle\chi|+|\chi\rangle\langle\varphi|)\). The Fock operator is the derivative of the energy with respect to the density matrix, so the two terms together give

\[
\delta E=2\eta\,F_{\varphi\chi}+O(\eta^2).
\]

One of the two signs of \(\eta\) makes this negative. The neutral atom thus mixes some d character into its s orbitals and gains \(g_0>0\), while \(g_-=0\). If the affinity was too small already, it becomes smaller still.

**The numbers for chlorine**

I computed both species with UHF in four nested bases, keeping the hole of the neutral atom in \(3p_z\):

- B1 is the standard 6-31G set.
- B2 is B1 plus one d shell of exponent 0.75 bohr⁻².
- B3 is B2 plus one diffuse s and one diffuse p shell, both of exponent 0.05 bohr⁻².
- B4 is B3 fully uncontracted: Gaussians that were tied together in fixed combinations become independent functions.

The added exponents are chosen round values. The stand-in for the limit is the uncontracted aug-cc-pVQZ set with its s, p, d and f functions. It gives \(-459.489218\) hartree for Cl, \(-459.576354\) hartree for Cl⁻, and \(A=2.37\) eV. The corresponding triple-zeta set gives 2.38 eV, so I quote errors relative to this reference to 0.01 eV. The reference is itself a finite basis, not the exact limit. The uncontracted quintuple-zeta set, with two tight d shells added, lowers Cl by 0.0006 and Cl⁻ by 0.0004 hartree. That lowers \(A\) by 0.003 eV and raises the basis errors of the separate total energies quoted below by 0.012 to 0.015 eV.

| Basis | \(E\)(Cl), hartree | \(E\)(Cl⁻), hartree | \(A\), eV | \(\varepsilon\), eV |
|---|---|---|---|---|
| B1 | −459.442939 | −459.524551 | 2.221 | −0.15 |
| B2 | −459.446509 | −459.524551 | 2.124 | −0.25 |
| B3 | −459.447321 | −459.538247 | 2.474 | +0.10 |
| B4 | −459.458464 | −459.549175 | 2.468 | +0.10 |

The first affinity, for instance, is

\[
A=-459.442939+459.524551=0.081612\ \text{hartree}=2.221\ \text{eV},
\]

with 1 hartree = 27.2114 eV. Down the columns of total energies no entry rises. The affinity goes down, then up past the reference, then slightly down.

*From B1 to B2.* This is the step you describe. The neutral atom gains

\[
g_0=459.446509-459.442939=0.003570\ \text{hartree}=0.097\ \text{eV},
\]

and the anion gains nothing to the digits shown. The error goes from \(-0.15\) to \(-0.15-0.10=-0.25\) eV. The coupling can be seen directly if the Fock matrix is built from the B1 density with the d shell present but still empty. Its largest element between s and d basis functions, taken over the Fock matrices of both spins (for spin down, exchange also contributes), is 0.050 hartree for Cl, and zero to rounding for Cl⁻. The spin-up Coulomb term derived above supplies less than half of the gain. With the d shell open to spin-up electrons alone the gain is 0.040 eV. With it open to spin-down electrons alone, where exchange outweighs the Coulomb term and reverses the sign of the 3s–d element, the gain is 0.049 eV. Both species have the same basis here, so using one basis for everything does not by itself make the treatment balanced.

*From B2 to B3.* The diffuse functions lower Cl by 0.022 eV and Cl⁻ by 0.373 eV. The imbalance \(g_--g_0=0.35\) eV now works in the helpful direction and carries the error from \(-0.25\) to \(+0.10\) eV. That is past zero, but the imbalance stays below the \(2|\varepsilon|=0.49\) eV beyond which the step would have done harm. The large gain of the anion fits the picture of an outer shell that is held more loosely and reaches farther out, though the gains alone show just which species needed the functions.

*From B3 to B4.* Releasing the contractions lowers Cl by 0.303 eV and Cl⁻ by 0.297 eV. These are large gains in total energy, but they nearly cancel, and the affinity changes by 0.006 eV. The error stays at 0.10 eV. An affinity that hardly moves in one enlargement is therefore not shown to be converged. It is shown only to be insensitive to that particular enlargement of that particular basis.

**Giving the better basis to one species**

The second way to fail, overshoot, needs only \(g_--g_0>2|\varepsilon|\), which a common basis does not exclude; it is easy to produce by giving the two species different bases. Suppose you decide that the anion is the difficult one, and improve its basis alone. Keep Cl in B1 and move Cl⁻ from B1 to B4. Then \(g_0=0\), and the anion's gain is the sum over the steps, \(g_-=0.000+0.373+0.297=0.670\) eV. This exceeds \(2|\varepsilon|=0.30\) eV, so the error must grow:

\[
\varepsilon'=-0.15+0.67=+0.52\ \text{eV}.
\]

Go further and compute the anion in the reference basis. Relative to the reference, \(\delta_-\) is now zero, and the error sits at the upper end of its range, \(\varepsilon'=\delta_0\). This is the whole B1 error of the neutral atom:

\[
\delta_0=459.489218-459.442939=0.046279\ \text{hartree}=1.26\ \text{eV}.
\]

In B1 the anion has an error of 1.41 eV, and the modest \(1.26-1.41=-0.15\) eV was what remained after cancellation. Perfecting one side removes the cancellation and leaves an affinity of \(2.37+1.26=3.63\) eV.

That number carries a trap of its own. The measured affinity of chlorine is roughly 3.6 eV, so the one-sided result looks excellent. The agreement is an accident. The converged Hartree-Fock value lies well below experiment because the method leaves out correlation, and here the gap has been filled by the basis error of a neutral atom in a small basis, which has nothing to do with correlation.

**What to do in practice**

Do not judge an energy difference by how low the total energies are. Follow the difference itself along a series of bases, and write down the gain of each species at every step. Unequal gains show that the step has shifted the balance, and equal gains show that it has left the balance unchanged, as happens when it removes an error common to both.

Use the same basis recipe for all species, and choose it to meet the needs of each: here diffuse functions for the anion and polarization functions for the open-shell atom. Then enlarge all kinds of functions together, as in the step from the triple-zeta to the quadruple-zeta set, where the affinity changed by about 0.01 eV. A small change in such a step is better evidence than a small change after adding one kind of function, though it is still not a bound on the remaining error.

So the wrong-way step does not by itself point to a fault in your calculation. In B1 the affinity owed part of its accuracy to two errors that partly cancelled, and the d shell reduced one of them.
